# Boundary condition and short-distance cutoff in the one-dimensional Coulomb problem, part 2

The belief under examination is that $H=-\tfrac12\,d^2/dx^2-1/|x|$ has one definite spectrum, which a small cutoff barely shifts. Atomic units are used (hartree, bohr; lengths under logarithms in bohr), with $E=-\kappa^2/2=-1/(2\nu^2)$, $\nu=1/\kappa$. The cut-off well is $V_a(x)=-1/(|x|+a)$, optionally with a contact term $g\,\delta(x)$; $L=\ln(1/a)$, and $\gamma$ is Euler's constant. A program integrates the Schrödinger equation to test the results.

Even states of the pure Coulomb operator with length $b$ obey $\psi'(x)\approx-2\psi(0)\ln(x/b)$ near $x=0^+$; their levels solve $f(\nu)=\ln b$. An infinite repulsive contact energy offsets the Coulomb divergence. The Dirichlet operator instead has $\psi(0)=0$ and levels $-1/(2n^2)$, $n=1,2,\dots$

The decaying half-line solution is $u_\nu=\Gamma(1-\nu)W_{\nu,1/2}(z)$, $z=2\kappa x$, with $W_{\nu,1/2}$ the Whittaker function and $u_\nu(0)=1$. Its boundary value $\beta$ is the limit of $u_\nu'+2\ln x$ at the origin:

$$\beta(\nu)=2f(\nu),\qquad f(\nu)=\ln\frac\nu2-\psi_{\rm d}(1-\nu)-2\gamma-\frac1{2\nu}.$$

Here $\psi_{\rm d}$ is the digamma function:

$$\psi_{\rm d}(s)=-\gamma+\sum_{k\ge0}\Big[\frac1{k+1}-\frac1{k+s}\Big].$$

Normalised even states have

$$|\psi(0)|^2=\frac1{2\nu^3f'(\nu)},\qquad f'(\nu)=\frac1\nu+\frac1{2\nu^2}+\psi_{\rm d}'(1-\nu).$$

For the cut-off well, $y=x+a$ gives $\psi(x)=u_\nu(x+a)$ for $x>0$. Odd states need $u_\nu(a)=0$, even states $u_\nu'(a)=g\,u_\nu(a)$. With $u=u_\nu$, at small $y$,

$$u'(y)=\beta-2\ln y+\kappa^2y-2\beta y+4y\ln y-8y+\dots$$

Even states then satisfy

$$\beta=2\ln a+g+\varepsilon,\qquad\varepsilon=a\,(g^2+4g+8-\kappa^2),$$

for small $a\kappa$, $a|g|$ and $a|\ln a|$, so $b=ae^{g/2}$ up to $\varepsilon$.

Earlier estimates for $g=0$: the contact-well argument gave $\kappa\approx2\ln(1/\kappa a)$ for the ground level $E_0$. The trial function $\sqrt\kappa\,e^{-\kappa|x|}$ gave

$$E_0(a)\le E_{\rm var}(\kappa)=\frac{\kappa^2}{2}-2\kappa\,e^{2\kappa a}E_1(2\kappa a),$$

with $E_1(z)=\int_z^\infty e^{-s}s^{-1}ds$. The lowest odd level's first-order shift tends to $2a$; $\Delta V$ denotes the cut-off potential minus $-1/|x|$.

**The ground level.** Expanding $1/(k+1-\nu)$ in the series gives $\psi_{\rm d}(1-\nu)=-\gamma-\zeta(2)\nu-\zeta(3)\nu^2-\dots$. In terms of $\kappa$ the condition $f=\ln a+\varepsilon/2$ is $-\ln2\kappa-\psi_{\rm d}(1-\nu)-2\gamma-\kappa/2=\ln a+\varepsilon/2$. Solving for the $\kappa/2$ term, with $2\zeta(2)=\pi^2/3$,

$$\kappa=2\ln\frac1{2a\kappa}-2\gamma+\frac{\pi^2}{3\kappa}+\frac{2\zeta(3)}{\kappa^2}+\frac{2\zeta(4)}{\kappa^3}+\dots+a(\kappa^2-8).$$

This is the contact-well estimate with its constants supplied. It has the form $\kappa+2\ln\kappa+O(1)=2L$, so $\kappa/2L\to1$; putting $\kappa\approx2L$ in the logarithm gives $\kappa=2L-2\ln4L-2\gamma+o(1)$ and

$$E_0=-2\ln^2a\,\Big[1-\frac{\ln4L+\gamma}{L}+o(1/L)\Big]^2 .$$

So $E_0\sim-2\ln^2a$ holds in the sense that the ratio tends to one, with a relative correction $2(\ln 4L+\gamma)/L$ that dies as $\ln\ln(1/a)/\ln(1/a)$. The difference $E_0+2\ln^2a$ grows, as $4L(\ln4L+\gamma)$ at leading order; this form is itself approached slowly, giving $154$ hartree at $a=10^{-4}$ bohr where the difference is $105$ hartree. Keeping only the first two terms for $\kappa$ gives $e^{\kappa/2}=e^{-\gamma}/(2a\kappa)$, that is $(\kappa/2)e^{\kappa/2}=e^{-\gamma}/(4a)$, solved by the Lambert function $\mathcal W$ (the inverse of $we^w$): $\kappa\approx2\mathcal W(e^{-\gamma}/4a)$. For $a=10^{-8}$ and $10^{-30}$ bohr the program tests that what remains after the $\pi^2/(3\kappa)$ term is $2\zeta(3)/\kappa^2$ within $10\%$ of that term plus $10^{-5}$ for round-off.

As $\nu\to0$ the factor $(1+1/t)^\nu$ tends to one and $u_\nu\to e^{-\kappa y}$. The density at the origin is $1/(2\nu^3f')=\kappa/[1+2\nu+O(\nu^2)]$; at $a=10^{-8}$ bohr the integration gives $25.80$ per bohr, tested against $1/(2\nu^3f')$ to a relative $10^{-4}$, while $\kappa=27.77$ per bohr. With the leading shape $\sqrt\kappa e^{-\kappa|x|}$, the overlap with any fixed bounded function $\chi$ is at most $2\sup|\chi|/\sqrt\kappa\to0$. The state collapses onto the origin and has no limit among normalisable functions.

**Excited even levels.** Subtracting the series at $s=1-\nu$ and $s=\nu$ gives $\sum_k[1/(k+\nu)-1/(k+1-\nu)]$, the partial-fraction expansion of the cotangent, so $\psi_{\rm d}(1-\nu)=\psi_{\rm d}(\nu)+\pi\cot\pi\nu$. With $\nu=n+\delta$ and $\varepsilon=O(a)$ dropped, $f=\ln a$ becomes

$$\pi\cot\pi\delta=\Lambda(\nu)\equiv\ln\frac\nu{2a}-\psi_{\rm d}(\nu)-2\gamma-\frac1{2\nu}.$$

For small $\delta$ the left side is $1/\delta-\pi^2\delta/3+O(\delta^3)$ and the right side is $\Lambda_n+\Lambda'(n)\delta+O(\delta^2)$, where $\Lambda_n=\Lambda(n)$ and $\Lambda'(n)=1/n-\psi_{\rm d}'(n)+1/(2n^2)$. Multiplying by $\delta$,

$$\delta\,\Lambda_n=1-c_n\delta^2+O(\delta^3),\qquad c_n=\frac{\pi^2}3+\Lambda'(n).$$

For $n=1$, $\psi_{\rm d}'(1)=\pi^2/6$ and $c_1=\tfrac32+\pi^2/6$. Since $\Lambda_n=L+O(1)$, the quantum defect falls as $\delta\sim1/\ln(1/a)$, and the energy lies $\delta/n^3$ above $-1/(2n^2)$ at leading order. The program tests $|\delta\Lambda_n-1|<4\delta^2$ for $n=1,2$ and all its cutoffs from $10^{-4}$ bohr down.

On each half-line the wave function is proportional to $W_{\nu,1/2}$, which tends to the hydrogen function with $\nu=n$; the even state tends to the odd state with its left half reversed in sign. Differentiating the reflection formula gives $\psi_{\rm d}'(1-\nu)=\pi^2/\sin^2\pi\delta-\psi_{\rm d}'(\nu)\approx\delta^{-2}$, so $|\psi(0)|^2\approx\delta^2/(2n^3)$. At $a=10^{-8}$ bohr and $n=1$ the integration gives $0.00147$ per bohr against the leading form $0.00176$; replacing $n^3$ by $\nu^3=1.05939^3\approx1.19$, as the exact formula has it, accounts for most of the gap. The even state has one more node per half-line than the interior nodes of its limit. It sits where $u=1-2y\ln(y/a)+2y+\dots$ vanishes, at $y\approx1/(2L)$ to leading logarithmic order only: at $a=10^{-4}$ bohr the root of this expression is $0.087$ bohr, close to the ground-state width $1/\kappa=0.088$ bohr, while $1/(2L)=0.054$ bohr. The node moves into the origin as $a\to0$.

**Odd levels.** Here $\beta$ is large, of order $1/a$, so the term $-2\beta y$ in $u'$ must be kept: $u=1+\beta(y-y^2)-2y\ln y+2y+\dots$. Setting $u(a)=0$,

$$\beta=-\frac{1-2a\ln a+2a}{a(1-a)}=-\frac1a+2\ln a-3+o(1).$$

By the reflection formula $\beta=2f=2[\Lambda(\nu)+\ln a]-2\pi\cot\pi\delta$. The terms $2\ln a$ cancel between the two sides, and with $\pi\cot\pi\delta=1/\delta+o(1)$,

$$\frac1\delta=\frac1{2a}+\Lambda_n+\frac32+o(1),\qquad \delta=2a\,[1+O(a\ln a)].$$

The energy shift is $2a/n^3$, which for $n=1$ is the first-order result found earlier. The odd levels converge as a power of $a$, the even ones as an inverse logarithm. The program tests $|\delta/2a-1|<3a\ln(1/a)$ for $n=1,2$ at $a=10^{-2}$ and $10^{-4}$ bohr, and at $a=10^{-2}$ it tests three integrated levels against roots of the Whittaker conditions to $10^{-8}$ in $\nu$.

## A cutoff of a ten-thousandth of a bohr

Take the round model value $a=10^{-4}$ bohr, $g=0$, so that $L=9.21034$.

The integrated ground level has $\nu_0=0.088146$, $\kappa=11.3448$ per bohr, and $E_0=-\kappa^2/2=-64.35$ hartree $=-1751$ eV, against $-0.5$ hartree for the lowest level the belief expects. Inserting this $\kappa$ in the right side of the equation for $\kappa$, the terms in the order written are

$$12.177-1.154+0.290+0.019+0.001+0.012=11.345,$$

which returns the input. The leading law gives $-2L^2=-169.66$ hartree, and $E_0$ is only $0.379$ of it. The Lambert form gives $\kappa=11.071$ per bohr and $-61.29$ hartree, short of the true binding by $(64.35-61.29)/64.35=4.8\%$ of $|E_0|$; the largest omitted term is $\pi^2/(3\kappa)$. The best exponential trial function gives the upper bound $-63.20$ hartree, $1.8\%$ of $|E_0|$ above the level, at a trial exponent $9.437$ per bohr. That exponent is not the tail constant. With $E_1\approx-\ln z-\gamma$, stationarity of $\kappa^2/2+2\kappa(\ln2\kappa a+\gamma)$ reads $\kappa+2=2\ln(1/2a\kappa)-2\gamma$, to be solved for the trial exponent $\kappa_t$. Subtracting it from the equation for the true $\kappa$ gives $\kappa-\kappa_t\approx2-2\ln(\kappa/\kappa_t)+\pi^2/(3\kappa)+\dots$, so the gap tends to two units as $\kappa$ grows. Here the logarithmic term, $2\ln(11.345/9.437)=0.37$, and the added terms, $0.290+0.019+0.001+0.012=0.32$, nearly cancel and leave $1.95$. The rest comes from the approximation made in the trial equation. Exact stationarity reads $\kappa_t+2=2(1+z)e^zE_1(z)$ with $z=2\kappa_ta=0.00189$, and its right side exceeds $2(-\ln z-\gamma)$ by about $2z[1+2(-\ln z-\gamma)]=0.047$. The gap is then $2-0.368+0.322-0.047=1.91$, equal to $11.345-9.437$.

For the first excited pair, $\psi_{\rm d}(1)=-\gamma$ gives $\Lambda_1=L-\ln2-\gamma-\tfrac12=9.21034-0.69315-0.57722-0.5=7.4400$.

The odd formula gives $1/\delta=5000+7.44+1.5=5008.94$, so $\delta=1.99643\times10^{-4}$, equal to the integrated value in all printed digits. The level is $-0.499800$ hartree, shifted up by $1.996\times10^{-4}$ hartree $=0.0054$ eV.

The even level has $\delta=0.12743$. The estimate $1/\Lambda_1=0.13441$ is $5.5\%$ above it and $1/L=0.10857$ is $15\%$ below it, both relative to $\delta$. The next term repairs most of this: $\delta\Lambda_1=0.12743\times7.4400=0.948$ and $1-c_1\delta^2=1-3.145\times0.01624=0.949$. The energy is $-1/(2\times1.12743^2)=-0.3934$ hartree. The even–odd splitting is $0.499800-0.393364=0.1064$ hartree $=2.90$ eV, about $530$ times the odd shift, and $21\%$ of the limiting binding energy $0.5$ hartree. For $n=2$ the levels are $-0.124975$ (odd) and $-0.110404$ hartree (even), against the limit $-0.125$.

Shrinking the cutoff helps slowly:

| $a$ (bohr) | $E_0$ (hartree) | $E_0/(-2\ln^2a)$ | even $\delta_1$ | $1/\Lambda_1$ |
|---|---|---|---|---|
| $10^{-2}$ | $-10.61$ | 0.250 | 0.2700 | 0.3528 |
| $10^{-4}$ | $-64.35$ | 0.379 | 0.1274 | 0.1344 |
| $10^{-6}$ | $-187.07$ | 0.490 | 0.0813 | 0.0830 |
| $10^{-8}$ | $-385.70$ | 0.568 | 0.0594 | 0.0601 |
| $10^{-30}$ | $-7934.0$ | 0.831 | 0.01485 | 0.01486 |

The ratio is tested to rise along the table and to stay below one. Even at $10^{-30}$ bohr the leading law overstates the binding: $E_0$ reaches $83\%$ of it. Bringing the even defect down to $\delta_1=0.01$ requires $\ln a=f(1.01)$, or $a\approx10^{-44}$ bohr ($\log_{10}a=-44.18$), whereas the odd defect is already $0.018$ at $a=10^{-2}$ bohr. These small cutoffs illustrate the non-relativistic model and nothing else. For an electron the speed of light is roughly $140$ in these units and the reduced Compton wavelength roughly $0.007$ bohr; the last row has $\kappa=126$ per bohr, and every cutoff after the first row lies below that wavelength.

## What is unique and what is not

The claim that there is no unique spectrum must be stated with its conditions, because the limit $a\to0$ of the plain cutoff is not ambiguous for the levels that stay finite. Odd and excited even levels meet at $-1/(2n^2)$, which becomes doubly degenerate, the limiting eigenfunctions vanish at the origin, and the ground level leaves through $-\infty$. The finite levels are those of the Dirichlet operator, two half-lines with no connection.

This does not depend on the shape of an attractive core whose depth scales as $1/a$. Let $V=v(x/a)/a$ with $v$ a fixed even, negative, locally integrable function such that $v(s)+1/|s|$ is integrable at large $|s|$; then $\int_0^X|V|\,dx=\ln(X/a)+O(1)$ for $X\gg a$. Choose $X\gg a$ with $X\ln(X/a)$ and $\kappa^2X$ small, which is possible because $a\ln^2a\to0$. On $(0,X)$ then $\psi\approx\psi(0)$, and integrating $\psi''=(\kappa^2-2|V|)\psi$ from $\psi'(0^+)=g\psi(0)$ gives $\psi'(X)/\psi(0)\approx g-2\int_0^X|V|dx$. Matching to $-2\ln(X/b)$,

$$\ln b=\frac g2+\ln X-\int_0^X|V|\,dx .$$

For $V_a$ the integral is $\ln(1+X/a)\approx\ln(X/a)$, so $b=ae^{g/2}$, as found above. For the soft core $-1/\sqrt{x^2+a^2}$ it is ${\rm arsinh}(X/a)\approx\ln(2X/a)$, so $b=a/2$ at $g=0$. Integration at $a=10^{-4}$ bohr gives $b/a=0.50000$, tested through $|2f-2\ln(a/2)|<10a$ for two levels, with $E_0=-78.07$ hartree and $\delta_1=0.1175$, against $-64.35$ and $0.1274$ for $V_a$. A family of cores of fixed shape has $b$ proportional to $a$. The shape shifts $L$ by a constant, which changes the numbers at finite $a$ by the amounts just quoted but leaves $-2\ln^2a$, $1/\ln(1/a)$ and the limit untouched. The odd shift does depend on shape in its power of $a$: for the soft core $\Delta V\approx a^2/2x^3$ outside the core, and weighting with $4x^2$ between $a$ and $1$ gives the leading-logarithm estimate $2a^2\ln(1/a)$, which fixes the scaling but not the number: at $a=10^{-2}$ bohr it is $9.2\times10^{-4}$ hartree, about $30\%$ above the shift. At $a=10^{-2}$ bohr the integrated shift of the $n=1$ level is $7.05\times10^{-4}$ hartree, tested to agree within $2\%$ with the first-order integral $7.11\times10^{-4}$.

The other spectra are also limits of regularised problems. Choose $g=2\ln(b/a)$ with $b$ fixed. The potential $V_a+g\delta(x)$ still tends to $-1/|x|$ at every $x\ne0$, but now $\beta=2\ln b+\varepsilon$ with $\varepsilon\approx ag^2\to0$. The repulsive core supplies the contact energy identified earlier. For $b=1$ bohr, $a=10^{-4}$ bohr needs $g=18.42$ and gives $\nu=0.658035$, $1.668625$; $a=10^{-6}$ bohr needs $g=27.63$ and gives $0.656361$, $1.667060$; the operator with $b=1$ has $0.656326$, $1.667026$. In all four cases $2f(\nu)$ is tested to equal the predicted $\varepsilon$ within $2\%$ of $\varepsilon$. Here the ground level stays finite, near $-1.161$ hartree, no degeneracy appears, and the error falls as $a\ln^2a$.

Two sequences of potentials with the same pointwise limit $-1/|x|$ thus have different limiting spectra, and the difference is carried by the finite part of $\int V\,dx$ across the origin, which the expression $-1/|x|$ leaves undefined. A physical one-dimensional Coulomb model, obtained by confining the transverse motion to a small width, has a finite $a$ and hence a finite $b$. Its odd levels can be taken from $-1/(2n^2)$ with an error that is a power of $a$, up to a logarithm; its even levels require $b$, computed from the actual core, in $f(\nu)=\ln b$, and that condition itself holds only while $a\kappa$ is small. The restriction is severe. For a Gaussian transverse profile of width $\ell$ the potential is $-(\sqrt\pi/\ell)\,e^{x^2/\ell^2}{\rm erfc}(|x|/\ell)$ and $b=\ell e^{-\gamma/2}/2$. Integration gives a ground level of $-4.69$ hartree at $\ell=0.1$ bohr and $-2.23$ hartree at $\ell=0.3$ bohr, where $f(\nu)=\ln b$ gives $-4.92$ and $-2.68$, and the lowest odd level at $\ell=0.3$ bohr is $-0.417$ hartree. A wire whose width is a sizeable fraction of the effective Bohr radius needs the actual potential solved directly. The reduction also assumes a single transverse subband and a uniform dielectric constant, without which the tail need not be $-1/|x|$.

The program and its output follow.

## Computed values

```
units: energy hartree, length bohr, kappa/g/beta/|psi(0)|^2 1/bohr, nu and delta pure
E=i: beta = -3.652089+5.452115i, half-line norm = 2.726058
b=1: nu0=0.656326 E=-1.160731; nu1=1.667026 E=-0.179922
b=0.1: nu1=1.450449; normalised overlap with nu0(b=1) = -0.24205
a=1e-02: kappa=4.60726 E0=-10.6134 -2ln^2a=-42.4152 ratio=0.2502
   even delta1=0.27002 1/Lambda1=0.35276 delta2=0.27205 1/Lambda2=0.35998 1/ln(1/a)=0.21715
a=1e-04: kappa=11.34480 E0=-64.3522 -2ln^2a=-169.6607 ratio=0.3793
   even delta1=0.12743 1/Lambda1=0.13441 delta2=0.12810 1/Lambda2=0.13544 1/ln(1/a)=0.10857
a=1e-06: kappa=19.34284 E0=-187.0727 -2ln^2a=-381.7367 ratio=0.4901
   even delta1=0.08128 1/Lambda1=0.08302 delta2=0.08159 1/Lambda2=0.08341 1/ln(1/a)=0.07238
a=1e-08: kappa=27.77411 E0=-385.7005 -2ln^2a=-678.6430 ratio=0.5683
   even delta1=0.05939 1/Lambda1=0.06006 delta2=0.05956 1/Lambda2=0.06026 1/ln(1/a)=0.05429
a=1e-30: kappa=125.96858 E0=-7934.0421 -2ln^2a=-9543.4166 ratio=0.8314
   even delta1=0.01485 1/Lambda1=0.01486 delta2=0.01486 1/Lambda2=0.01487 1/ln(1/a)=0.01448
a=1e-02: odd delta1=1.83882e-02 delta2=1.84071e-02 2a=2.0e-02
a=1e-04: odd delta1=1.99643e-04 delta2=1.99645e-04 2a=2.0e-04
a=1e-02 diagonalization E: -10.613436 -0.482107 -0.309992 -0.122730 -0.096858
a=1e-02 shooting        E: -10.613436 -0.482107 -0.309992 -0.122730 -0.096858
a=1e-08 even n=0: |psi(0)|^2=25.800149 leading form=27.774107
a=1e-08 even n=1: |psi(0)|^2=0.001467 leading form=0.001764
a=1e-04 with core g=18.4207: nu0=0.658035 nu1=1.668625
a=1e-06 with core g=27.6310: nu0=0.656361 nu1=1.667060
soft a=1e-04: E0=-78.0675 even delta1=0.11753 b/a=0.50000
soft a=1e-02: odd n=1 shift=7.0503e-04 first order=7.1078e-04
example a=1e-04: ln(1/a)=9.21034 nu0=0.088146
  E0=-64.3522 hartree = -1751.1 eV
  Lambert kappa=11.0713 E=-61.2863; variational kappa=9.4374 E=-63.2041
  Lambda1=7.43998 Lambda2=7.38312
  n=1: E_odd=-0.499800 E_even=-0.393364 limit=-0.500000
  n=2: E_odd=-0.124975 E_even=-0.110404 limit=-0.125000
  n=1 even-odd splitting=0.106436 hartree = 2.8963 eV
  n=1 odd shift=1.9958e-04 hartree = 0.00543 eV
a for even delta1=0.01 (from f): log10(a/bohr)=-44.18
```
